# Surface field of a MOS capacitor from the Poisson–Boltzmann equation

## The physical question

A metal gate, an oxide and a p-type semiconductor form a capacitor. When the gate voltage changes, charge appears in the semiconductor near the oxide, and the energy bands there bend. The amount of bending is measured by the surface potential $\psi_s$, the potential at the semiconductor surface relative to the neutral interior.

The charge has three sources: mobile holes, mobile electrons and fixed acceptor ions. Their densities depend on the potential, and the potential depends on their densities. Finding the full profile $\psi(x)$ generally requires numerical work. The electric field at the surface, and with it the total charge, can nevertheless be found in closed form as a function of $\psi_s$. One integration of Poisson's equation is enough.

## Model and sign conventions

The semiconductor occupies $x>0$ and the oxide lies at $x<0$. The potential $\psi(x)$ tends to zero deep in the semiconductor, and $\psi_s=\psi(0)$. The field is
$$E=-\frac{d\psi}{dx},$$
so a positive field points from the oxide into the semiconductor. The surface field $E_s$ is taken just inside the semiconductor.

The acceptor density $N_A$ is uniform and every acceptor carries charge $-q$, where $q>0$ is the elementary charge. The permittivity $\varepsilon$ is constant, and the semiconductor is much thicker than the charged layer. The carriers are classical and dilute enough for Boltzmann statistics. With temperature $T$ and Boltzmann's constant $k$, the thermal voltage is $\phi_t=kT/q$.

Let $p_0$ and $n_0$ be the hole and electron densities in the neutral interior, and $n_i$ the intrinsic density. Neutrality and equilibrium require
$$p_0-n_0=N_A,\qquad p_0n_0=n_i^2 .$$
Substituting $n_0=n_i^2/p_0$ into the first condition gives $p_0^2-N_Ap_0-n_i^2=0$. The positive root is
$$p_0=\frac{N_A}{2}+\sqrt{\frac{N_A^2}{4}+n_i^2}.$$

## Carrier densities in the bent bands

The oxide blocks steady current, so the semiconductor can be in equilibrium even with a gate voltage applied. The hole current then vanishes at every depth: drift balances diffusion. With mobility $\mu_p$ and diffusion coefficient $D_p$,
$$q\mu_p pE-qD_p\frac{dp}{dx}=0 .$$
The Einstein relation $D_p=\mu_p\phi_t$ and $E=-d\psi/dx$ turn this into
$$\frac{1}{p}\frac{dp}{dx}=-\frac{1}{\phi_t}\frac{d\psi}{dx}.$$
Integrating from the interior, where $p=p_0$ and $\psi=0$, gives the hole density. The same argument for electrons, whose charge has the opposite sign, reverses the exponent:
$$p=p_0e^{-\psi/\phi_t},\qquad n=n_0e^{\psi/\phi_t}.$$
A positive potential repels holes and attracts electrons, as these signs show.

The charge density is $\rho=q(p-n-N_A)$. Poisson's equation, $d^2\psi/dx^2=-\rho/\varepsilon$, becomes
$$\frac{d^2\psi}{dx^2}=\frac{q}{\varepsilon}\left(-p_0e^{-\psi/\phi_t}+N_A+n_0e^{\psi/\phi_t}\right). \tag{1}$$

## The first integration

The right side of (1) depends on $x$ only through $\psi$. Multiplying by $d\psi/dx$ therefore makes both sides integrable. On the left, the chain rule gives
$$\frac{d\psi}{dx}\frac{d^2\psi}{dx^2}=\frac12\frac{d}{dx}\left(\frac{d\psi}{dx}\right)^2=\frac12\frac{d(E^2)}{dx}.$$
On the right, $(d\psi/dx)\,dx=d\psi$. Integrate from a point deep in the interior to a depth $x$ where the potential is $\psi$.

The lower limit on the left needs the interior field. There $\psi\to0$, and neutrality makes the right side of (1) vanish, so $\psi''\to0$. To see that $\psi'\to0$ as well, apply the mean value theorem: for some $\xi$ between $x$ and $x+a$, with $a$ a fixed length,
$$\psi'(\xi)=\frac{\psi(x+a)-\psi(x)}{a}\to0 .$$
The difference between $\psi'(x)$ and $\psi'(\xi)$ is at most $a$ times the largest $|\psi''|$ in the interval, which also tends to zero. Hence the interior field vanishes and
$$\frac{E^2}{2}=\frac{q}{\varepsilon}\int_0^{\psi}\left(-p_0e^{-v/\phi_t}+N_A+n_0e^{v/\phi_t}\right)dv .$$

The three integrals are
$$-\int_0^\psi p_0e^{-v/\phi_t}dv=\phi_tp_0\left(e^{-\psi/\phi_t}-1\right),$$
$$\int_0^\psi N_A\,dv=N_A\psi,$$
$$\int_0^\psi n_0e^{v/\phi_t}dv=\phi_tn_0\left(e^{\psi/\phi_t}-1\right).$$
In the first, the minus sign in front cancels the one produced by integrating $e^{-v/\phi_t}$. Multiplying by two gives, at every depth,
$$E^2=\frac{2q}{\varepsilon}\left[\phi_tp_0\left(e^{-\psi/\phi_t}-1\right)+N_A\psi+\phi_tn_0\left(e^{\psi/\phi_t}-1\right)\right]. \tag{2}$$

## Choosing the sign of the root

Write $u=\psi/\phi_t$ and replace $N_A$ by $p_0-n_0$. The bracket in (2) becomes
$$\phi_t\left[p_0(e^{-u}+u-1)+n_0(e^u-u-1)\right]. \tag{3}$$
The function $e^y-y-1$ has derivative $e^y-1$, so its minimum is at $y=0$, where it equals zero. Both parentheses in (3) have this form, with $y=-u$ and $y=u$. The bracket is thus positive for every $u\ne0$, and the field cannot vanish where $\psi\ne0$.

Suppose $\psi_s>0$. If $\psi$ reached zero at a finite depth, (2) would make $\psi'$ zero there too. The unique solution of (1) with those two values is $\psi=0$ everywhere, which contradicts $\psi_s>0$. So $\psi$ stays positive and $\psi'$ keeps one sign. Since $\psi$ must fall to zero, $\psi'<0$ and $E>0$. For $\psi_s<0$ the same reasoning gives $E<0$. The surface field is therefore
$$\boxed{E_s=\operatorname{sgn}(\psi_s)\sqrt{\frac{2q}{\varepsilon}\left[\phi_tp_0\left(e^{-\psi_s/\phi_t}-1\right)+N_A\psi_s+\phi_tn_0\left(e^{\psi_s/\phi_t}-1\right)\right]}} \tag{4}$$
with $E_s=0$ at $\psi_s=0$.

## Charge and the meaning of the three terms

Gauss's law, $dE/dx=\rho/\varepsilon$, gives the total semiconductor charge per area:
$$Q_s=\int_0^\infty\rho\,dx=\varepsilon\,[E(\infty)-E(0)]=-\varepsilon E_s. \tag{5}$$
A positive surface potential goes with negative semiconductor charge.

The terms in (4) add up to the square of the field. They are not three separate charges. Their meaning appears when the electric force per area on the semiconductor charge is calculated:
$$\int_0^\infty\rho E\,dx=\varepsilon\int_0^\infty E\frac{dE}{dx}\,dx=-\frac{\varepsilon E_s^2}{2}.$$
The minus sign means that the charge is pulled toward the gate. Multiplying (2) at the surface by $\varepsilon/2$ and using $q\phi_t=kT$ gives
$$\frac{\varepsilon E_s^2}{2}=kT(p_s-p_0)+qN_A\psi_s+kT(n_s-n_0),$$
where $p_s$ and $n_s$ are the surface densities. The first and last terms are differences in ideal-gas pressure between surface and interior. The middle term is the force per area on the fixed acceptors, counted positive toward the gate, which the crystal lattice supports. It is negative when $\psi_s<0$, because the acceptors are then pushed away from the gate.

## Limiting cases

**Near flat band.** For $|u|\ll1$, both parentheses in (3) are $u^2/2$ to leading order. Then
$$E_s^2\approx\frac{2q}{\varepsilon}\phi_t(p_0+n_0)\frac{\psi_s^2}{2\phi_t^2},$$
or
$$E_s\approx\frac{\psi_s}{\lambda},\qquad \lambda=\sqrt{\frac{\varepsilon\phi_t}{q(p_0+n_0)}}.$$
The length $\lambda$ is the Debye length. Both carriers contribute to it, because both respond to a small potential.

**Depletion.** Let $\psi_s$ be several $\phi_t$, but small enough that the electron term is negligible. The surface holes are nearly gone, so the hole term is close to $-\phi_tp_0$. With $n_i\ll N_A$, $p_0\approx N_A$, and
$$E_s\approx\sqrt{\frac{2qN_A(\psi_s-\phi_t)}{\varepsilon}}. \tag{6}$$
If the holes were assumed to end abruptly at the edge of a fully depleted layer, $\psi_s$ would stand in place of $\psi_s-\phi_t$. The correction arises because the hole density falls gradually. Holes inside the assumed layer cancel part of its acceptor charge, while some acceptors beyond its edge are uncovered. The first effect is larger, so the total charge and the field are smaller than the abrupt picture predicts.

**Strong accumulation.** For sufficiently negative $\psi_s$, the growing hole exponential exceeds all other terms:
$$E_s\approx-\sqrt{\frac{2q\phi_tp_0}{\varepsilon}}\;e^{-\psi_s/(2\phi_t)}.$$

**Strong inversion.** For sufficiently positive $\psi_s$, the electron exponential does the same:
$$E_s\approx\sqrt{\frac{2q\phi_tn_0}{\varepsilon}}\;e^{\psi_s/(2\phi_t)}.$$
In both exponential limits the field grows by a factor $e$ for each $2\phi_t$ of additional band bending. The factor 2 comes from the square root.

## What happens at $2\phi_F$

Define the bulk potential by $\phi_F=\phi_t\ln(p_0/n_i)$. The surface potential $\psi_s=2\phi_F$ can serve as a threshold condition for inversion. At this point
$$n_s=n_0\left(\frac{p_0}{n_i}\right)^2=\frac{n_0p_0^2}{n_0p_0}=p_0,$$
and likewise $p_s=n_0$. The hole term is $\phi_t(n_0-p_0)$ and the electron term is $\phi_t(p_0-n_0)$. They cancel, leaving
$$E_s(2\phi_F)=\sqrt{\frac{2qN_A(2\phi_F)}{\varepsilon}}. \tag{7}$$
Within this model, (7) holds without approximation. The simple depletion expression without $-\phi_t$ is thus correct at this particular potential, because the electrons restore what the holes removed.

For $N_A\gg n_i$, the electron term is still small compared with the acceptor term. Their ratio is
$$\frac{\phi_t(p_0-n_0)}{N_A(2\phi_F)}=\frac{\phi_t}{2\phi_F}.$$
To find where the two terms become equal, neglect the $-1$ beside the large electron exponential:
$$\phi_tn_0e^{\psi_s/\phi_t}=N_A\psi_s .$$
The definition of $\phi_F$ gives $n_0=p_0e^{-2\phi_F/\phi_t}$. Taking $p_0\approx N_A$ and then the logarithm,
$$\psi_s=2\phi_F+\phi_t\ln\frac{\psi_s}{\phi_t}. \tag{8}$$
The additional potential is several $\phi_t$, since the logarithm must make up for the small ratio $\phi_t/(2\phi_F)$.

## Worked example

Take the round model parameters $T=300$ K, relative permittivity 12, $n_i=10^{10}$ cm$^{-3}$ and $N_A=10^{17}$ cm$^{-3}$. Then $p_0\approx10^{17}$ cm$^{-3}$, $n_0\approx10^3$ cm$^{-3}$, $\phi_t=0.02585$ V and $\varepsilon=1.0625\times10^{-12}$ F/cm. The Debye length is 13.1 nm. The bulk potential is
$$\phi_F=0.02585\ \text{V}\times\ln(10^7)=0.4167\ \text{V},$$
so $2\phi_F=0.8334$ V, using unrounded values.

It is convenient to divide the three terms in (4) by $N_A$, so that each is a voltage. Call them $H$ for holes, $A$ for acceptors and $B$ for electrons. Then
$$|E_s|=\sqrt{K(H+A+B)},\qquad K=\frac{2qN_A}{\varepsilon}=3.016\times10^{10}\ \text{V/cm}^2.$$

| $\psi_s=A$ (V) | $H$ (V) | $B$ (V) | $E_s$ (kV/cm) | $Q_s$ (µC/cm²) |
|---:|---:|---:|---:|---:|
| −0.1000 | 1.2113 | ≈ 0 | −183.1 | 0.195 |
| 0.4000 | −0.0259 | ≈ 0 | 106.2 | −0.113 |
| 0.8334 | −0.0259 | 0.0259 | 158.5 | −0.168 |
| 0.9500 | −0.0259 | 2.354 | 314.4 | −0.334 |

At $2\phi_F$, for example,
$$E_s=\sqrt{3.016\times10^{10}\times0.8334}\ \text{V/cm}=158.5\ \text{kV/cm}=15.85\ \text{MV/m}.$$
Equation (5) then gives
$$Q_s=-(1.0625\times10^{-12}\ \text{F/cm})(1.585\times10^5\ \text{V/cm})=-0.168\ \text{µC/cm}^2.$$

The first row shows how strongly accumulated holes respond: a bending of only $-0.10$ V produces a larger field magnitude than $+0.83$ V does. The acceptor term is negative in this row and reduces the sum. The strong-accumulation formula, which omits this term and the $-1$ beside the hole exponential, gives a magnitude 5.5% above the full result.

The second row is in depletion. Equation (6) gives 106.2 kV/cm, while the same expression without $-\phi_t$ gives 109.8 kV/cm. The latter is 3.4% too large relative to the full result.

Between the last two rows, $\psi_s$ rises by less than 0.12 V, yet the field nearly doubles. The table shows the reason: $B$ grows from 0.026 V to 2.35 V. Repeated substitution in (8), starting from $\psi_s=2\phi_F$, places the equality of electron and acceptor terms at 0.926 V, which is 92.5 mV above $2\phi_F$. Even at 0.95 V the acceptor term matters: the strong-inversion formula, which omits it along with the much smaller hole term, gives a field 15% below the full result.

## Range of validity

Boltzmann statistics require carrier densities well below the effective densities of states of the bands. The surface densities in the first and last rows are $4.8\times10^{18}$ cm$^{-3}$ holes and $9.1\times10^{18}$ cm$^{-3}$ electrons, so this condition must be examined for the material concerned. At still larger bending, the exponentials in (4) must be replaced by integrals over the Fermi distribution. With a conduction-band effective density of states of $2.9\times10^{19}$ cm$^{-3}$, as in silicon, this lowers the field by about 2% at 0.95 V and by about 12% at 1.0 V. At the doping of the example, the strong-inversion formula comes within 5% of (4) only at 0.98 V, where the Boltzmann surface density already exceeds that value. In silicon the pure exponential limit is therefore reached only outside the range of (4). Confinement of carriers in a narrow surface well also changes their density profile and is absent here. In silicon it changes the last row of the table strongly. On a (100) surface two of the six conduction valleys have a mass of 0.92 free-electron masses normal to the surface and four have 0.19. With a hard wall at the oxide, their lowest levels in that potential lie about $2.6\,kT$ and $4.0\,kT$ above the band edge at the surface. A self-consistent solution with these quantized levels gives about 213 kV/cm at 0.95 V in place of 314 kV/cm. At $2\phi_F$ confinement lowers the electron sheet density to about a third, but the field by only 1%, because the acceptor term dominates there. Holes in the first row are confined as well: for masses between 0.2 and 0.5 the lowest level lies about $2\,kT$ from the band edge at the surface. The first and last rows therefore illustrate the classical model and are not accurate predictions for a silicon device.

Equilibrium is a separate condition. If the gate voltage changes faster than electrons can be generated or supplied, the electron density does not follow $n_0e^{\psi/\phi_t}$, and the electron term in (4) is not valid.

Uniform doping and complete ionization are what make the acceptor integral equal to $N_A\psi$. In accumulation, the high hole density can leave some acceptors near the surface neutral, which reduces the magnitude of the middle term in (4). For boron in silicon (level 45 meV above the valence band, degeneracy 4, valence-band effective density of states $3.1\times10^{19}$ cm$^{-3}$) at the doping of the example, about 6% of the acceptors are neutral already in the interior and about three quarters at the surface in the first row. The fields in the first and last rows then change by about 2%. For a depth-dependent $N_A(x)$, the integral requires the unknown relation between $x$ and $\psi$. In a thin semiconductor layer there may be no field-free interior, and the integration constant must then come from another boundary condition.

Fixed charge in the oxide changes the gate voltage needed to reach a given $\psi_s$, but it leaves $E_s(\psi_s)$ unchanged, because (4) uses only conditions inside the semiconductor.

For an n-type substrate with ionized donor density $N_D$, the fixed charge is $+qN_D$. Replacing $N_A$ by $-N_D$ in the neutrality condition and in (1), (2) and (4) gives $p_0-n_0=-N_D$ and a middle term $-N_D\psi_s$ in (4). Expression (3) keeps its form, so the sign argument also carries over. Electrons are now the majority carriers, and depletion and inversion occur at negative $\psi_s$, where the field is negative. With $\phi_F=\phi_t\ln(p_0/n_i)<0$, the cancellation at $2\phi_F$ still holds, so (7) keeps its magnitude and changes sign: $E_s=-\sqrt{2qN_D|2\phi_F|/\varepsilon}$. Equation (6) does not follow from the replacement, because the constant $-\phi_t$ now comes from the electron term. From (4) it becomes $E_s\approx-\sqrt{2qN_D(|\psi_s|-\phi_t)/\varepsilon}$.
